\section*{Minimum Number of Weyl Nodes in Nonmagnetic and Magnetic Crystals}

\section*{Question}

Why does a nonmagnetic Weyl semimetal need broken inversion symmetry and at least four Weyl nodes, whereas a magnetic one can have only two?

\section*{A node is a source of Berry flux}

Consider independent electrons with spin-orbit coupling in a three-dimensional crystal. Let $u_n(\mathbf k)$ be the cell-periodic Bloch functions, with $\mathbf k$ in units of $1/a$, where $a$ is the lattice constant. The lowest $N$ bands are called filled. Assume that they touch band $N+1$ only at isolated points where two states meet, the Weyl nodes. The Berry connection and curvature of the filled bands, and the charge of a node inside a small closed surface $S$, are
\begin{equation}
\mathbf A=i\sum_{n\le N}\langle u_n|\nabla u_n\rangle,\qquad
\boldsymbol\Omega=\nabla\times\mathbf A,\qquad
C=\frac1{2\pi}\oint_S\boldsymbol\Omega\cdot d\mathbf S .
\end{equation}

Near a node at $\mathbf k_0$, with $\mathbf q=\mathbf k-\mathbf k_0$, the two touching states obey
\begin{equation}
H=E_0+\mathbf w\cdot\mathbf q+\mathbf p\cdot\boldsymbol\sigma,\qquad p_j=\sum_i q_iV_{ij}.
\end{equation}
The first two terms do not change the eigenvectors. If $\mathbf p$ has polar angles $(\theta,\phi)$, the lower state is $u=(\sin\frac\theta2,\,-e^{i\phi}\cos\frac\theta2)$. Hence
\begin{equation}
A_\theta=0,\qquad A_\phi=i\langle u|\partial_\phi u\rangle=-\cos^2\tfrac\theta2,\qquad
\partial_\theta A_\phi=\tfrac12\sin\theta .
\end{equation}
The flux through a sphere in $\mathbf p$ space is $\frac12\cdot4\pi=2\pi$. The linear map from $\mathbf q$ to $\mathbf p$ keeps or reverses the orientation of the surface, so
\begin{equation}
C=\operatorname{sign}\det V=\pm1 .
\end{equation}
This needs $\det V\ne0$. If $\det V=0$, higher orders in $\mathbf q$ decide and the charge can be $\pm2$, for instance; the sum rule and symmetry rules below hold for such a point as well. The other filled bands have smooth curvature near the node and add nothing as $S$ shrinks. A weak perturbation adds a constant vector to $\mathbf p$. If $\det V\ne0$, a shift of $\mathbf q$ cancels it: the node moves but survives.

\section*{The charges add to zero}

Let $C(q)$ be the flux of $\boldsymbol\Omega$ through the plane $k_z=q$ of the Brillouin zone, divided by $2\pi$. Away from nodes $\nabla\cdot\boldsymbol\Omega=0$, because $\boldsymbol\Omega$ is a curl. Apply the divergence theorem to the slab between two planes. Its side faces cancel in pairs by periodicity, which leaves
\begin{equation}
C(q_2)-C(q_1)=\sum_{\text{nodes between}}C_i .
\label{slab}
\end{equation}
For $q_2=q_1+2\pi$ both planes are the same plane, so the charges of all nodes sum to zero. A single node is therefore impossible in any crystal of this kind, magnetic or not.

\section*{What the symmetries do to the charge}

Inversion $P$ is unitary and maps filled states at $\mathbf k$ to filled states at $-\mathbf k$. Choose $u(-\mathbf k)=Pu(\mathbf k)$. Differentiating with respect to $k_j$ gives $-(\partial_ju)(-\mathbf k)=P\,\partial_ju(\mathbf k)$, so $\mathbf A(-\mathbf k)=-\mathbf A(\mathbf k)$. One more derivative brings one more minus sign:
\begin{equation}
P:\quad \boldsymbol\Omega(-\mathbf k)=+\boldsymbol\Omega(\mathbf k).
\end{equation}

Time reversal $T$ is antiunitary, $\langle T\varphi|T\psi\rangle=\langle\varphi|\psi\rangle^*$. With $u(-\mathbf k)=Tu(\mathbf k)$,
\begin{equation}
A_j(-\mathbf k)=-i\langle Tu|T\partial_ju\rangle=-i\langle u|\partial_ju\rangle^*
=i\langle u|\partial_ju\rangle=A_j(\mathbf k),
\end{equation}
because normalization makes $\langle u|\partial_ju\rangle$ imaginary. The curl then gives
\begin{equation}
T:\quad \boldsymbol\Omega(-\mathbf k)=-\boldsymbol\Omega(\mathbf k).
\end{equation}

A surface around $\mathbf k_0$ maps to one around $-\mathbf k_0$, and its outward normal changes sign. Multiplying the two signs,
\begin{equation}
P:\ C(-\mathbf k_0)=-C(\mathbf k_0),\qquad
T:\ C(-\mathbf k_0)=+C(\mathbf k_0).
\label{charges}
\end{equation}

If both symmetries hold, these statements contradict each other for $C\neq0$, so there are no Weyl nodes. The spectrum shows the same thing. The product $\Theta=PT$ leaves $\mathbf k$ unchanged and has $\Theta^2=-1$ for spin-$\frac12$ electrons. Then
\begin{equation}
\langle\psi|\Theta\psi\rangle=\langle\Theta\psi|\Theta^2\psi\rangle^*
=-\langle\Theta\psi|\psi\rangle^*=-\langle\psi|\Theta\psi\rangle=0 ,
\end{equation}
so $\psi$ and $\Theta\psi$ are different states of equal energy. Every band is twofold at every $\mathbf k$, and a crossing involves at least four states. This is why a nonmagnetic Weyl semimetal must lack inversion. The argument uses only the product $PT$, so an antiferromagnet that breaks $P$ and $T$ but keeps $PT$ has no Weyl nodes either. Magnetism alone is not sufficient.

\section*{Counting}

Take $T$ intact and $N$ even. At a momentum equivalent to its own negative, Kramers' theorem pairs the levels as $(1,2),(3,4),\dots$. Bands $N$ and $N+1$ belong to different pairs there, so a touching would be at least fourfold. A Weyl node thus sits at some $\mathbf k_0$ distinct from $-\mathbf k_0$, and the node at $-\mathbf k_0$ has the same charge. Zero total charge demands a node of the opposite sign, which also has a partner. The minimum is $2+2=4$.

Without $T$, zero total charge demands just one node of each sign. If $P$ survives, it supplies the partner of a node at $\mathbf k_0$, with opposite charge, at $-\mathbf k_0$. The minimum is two. Not every magnet can reach it: an antiferromagnet that keeps $T$ combined with a translation still has an antiunitary symmetry mapping $\mathbf k$ to $-\mathbf k$, and the argument for $T$ again gives equal charges at $\pm\mathbf k_0$.

For odd $N$ with $T$, bands $N$ and $N+1$ form a Kramers pair at all eight self-conjugate momenta, so there are at least eight nodes, provided these touchings are isolated points. They need not be: in the nonmagnetic crystal below, bands 1 and 2 touch along the whole lines $\sin k_x=\sin k_y=0$. The two-band crystal $H=\sum_i\sin k_i\,\sigma_i$ reaches the minimum of eight, with charges $\cos k_x\cos k_y\cos k_z$, four of each sign.

The counting assumes that no charged fourfold points, nodal lines or nodal planes join the same bands. A charged fourfold point, for instance, could balance a single pair of equal Weyl nodes.

\section*{One crystal, two ways to split it}

Both minima can be reached from one parent crystal with two orbitals (Pauli matrices $\tau$) and spin ($\sigma$):
\begin{equation}
H_0=\lambda\sum_i\sin k_i\,\tau_x\sigma_i+M\tau_z,\qquad
M=-\mu+\sum_it_i(1-\cos k_i).
\end{equation}
Here $P=\tau_z$ and $T=i\sigma_yK$, with $K$ complex conjugation. Both are symmetries of $H_0$. Two of the four bands are filled.

\textbf{Nonmagnetic case.} Add $d\,\tau_y\sigma_z$ with $d>0$. Inversion reverses $\tau_y$, so $P$ is broken. Time reversal reverses both $\tau_y$ and $\sigma_z$, so $T$ is kept. Define
\begin{equation}
s=\sqrt{\sin^2k_x+\sin^2k_y},\quad
\sigma_s=\frac{\sin k_x\sigma_x+\sin k_y\sigma_y}{s},\quad
J=(\tau_x\sigma_s)(\tau_y\sigma_z).
\end{equation}
$J$ commutes with every term of $H$, and $J^2=1$. Since $(\tau_x\sigma_s)^2=1$, we may write $\tau_y\sigma_z=\tau_x\sigma_sJ$, and
\begin{equation}
H=\lambda\sin k_z\,\tau_x\sigma_z+M\tau_z+(\lambda s+dJ)\,\tau_x\sigma_s .
\end{equation}
The three matrices anticommute and square to one, so
\begin{equation}
E=\pm\sqrt{\lambda^2\sin^2k_z+M^2+(\lambda s\pm' d)^2},
\end{equation}
with independent signs. The gap closes in the sector $J=-1$ where $\sin k_z=0$, $M=0$ and $\lambda s=d$. In that sector the product of the three matrices, in the order written, is $+i$, as for $\sigma_x\sigma_y\sigma_z$. The charge is the sign of the Jacobian of $(\lambda\sin k_z,M,\lambda s)$, which at $k_z=0$ is
\begin{equation}
\lambda^2(\partial_xM\,\partial_ys-\partial_yM\,\partial_xs)
=\frac{\lambda^2}{s}\sin k_x\sin k_y\,(t_x\cos k_y-t_y\cos k_x).
\end{equation}

\textbf{Magnetic case.} Add an exchange term $b\,\sigma_z$ with $b>0$ instead. It keeps $P$ and breaks $T$. Let $B=\sqrt{\lambda^2\sin^2k_z+M^2}$, $\beta=(\lambda\sin k_z\tau_x\sigma_z+M\tau_z)/B$ and now $J=\beta\sigma_z$. Again $J$ commutes with $H$ and $J^2=1$, so $\sigma_z=\beta J$ and
\begin{equation}
H=\lambda\sin k_x\,\tau_x\sigma_x+\lambda\sin k_y\,\tau_x\sigma_y+(B+bJ)\beta .
\end{equation}
Nodes need $\sin k_x=\sin k_y=0$ and $B=b$, with $J=-1$. The matrix product is now $i\sigma_z\beta=iJ=-i$, so on the line $k_x=k_y=0$ the charge is $-\operatorname{sign}(\partial B/\partial k_z)$.

\section*{Numbers}

Take $a=0.35$ nm, $\lambda=0.50$ eV, $\mu=0.10$ eV and $(t_x,t_y,t_z)=(1.00,0.30,0.60)$ eV. These stay fixed in both cases.

For the nonmagnetic crystal let $d=0.30$ eV. The condition $M=0$ rules out $k_z=\pi$, where $M\ge1.1$ eV. On $k_z=0$ put $X=1-\cos k_x$ and $Y=1-\cos k_y$, so that $\sin^2k_x=2X-X^2$. Then $M=0$ gives $Y=\frac13-\frac{10}3X$, and
\begin{equation}
s^2=2X-X^2+2Y-Y^2=\tfrac19\left(5-22X-109X^2\right)=(d/\lambda)^2=0.36 .
\end{equation}
The positive root of $109X^2+22X-1.76=0$ is $X=0.0614$, whence $Y=0.129$, $|k_x|=0.352$ and $|k_y|=0.513$. Division by $a$ gives four nodes at $(\pm1.006,\pm1.466,0)$ nm$^{-1}$. The last bracket of the Jacobian is positive, so $C=\operatorname{sign}(k_xk_y)$: nodes at opposite momenta have equal charge.

Along $M=0$, $X$ runs from 0 to 0.1 and $s^2$ falls from 0.556 to 0.190. Nodes therefore exist for $0.218<d<0.373$ eV. At either end nodes of opposite charge merge in pairs, and beyond it a gap opens. Broken inversion is necessary, not sufficient.

For the magnetic crystal let $b=0.20$ eV. With $Z=1-\cos k_z$, the condition $B^2=b^2$ reads
\begin{equation}
0.25(2Z-Z^2)+(0.6Z-0.1)^2=0.04
\ \Rightarrow\ 0.11Z^2+0.38Z-0.03=0 ,
\end{equation}
so $Z=0.0772$ and $k_z=\pm0.396$, or $\pm1.130$ nm$^{-1}$. The charge is $-1$ at positive $k_z$ and $+1$ at negative $k_z$. On the lines with $k_x$ or $k_y$ equal to $\pi$, $B\ge|M|\ge0.5$ eV exceeds $b$, so there are no further nodes. As $b$ falls to $\mu=0.10$ eV the two nodes merge at $\mathbf k=0$; a weaker exchange gives none.

Plane fluxes show the difference. For planes $k_x+k_y=q$ in the nonmagnetic crystal, $T$ makes $C(q)$ odd. By Eq.~(\ref{slab}) its values with rising $q$ are $0,+1,0,-1,0$, changing at four nodes. In the magnetic crystal $P$ makes $C(q)$ even for planes $k_z=q$, and the sequence $0,+1,0$ needs two.

\section*{Beside a real conductor}

The in-plane lattice constant and node speeds of order $10^5$ m/s are roughly those of the TaAs family, nonmagnetic crystals without an inversion centre. Their additional crystal symmetries produce more than four nodes. The model's spacing between opposite charges, at least 2 nm$^{-1}$, is large beside that of their nearest pairs, which the literature puts roughly below 1 nm$^{-1}$; these material values are quoted, not computed here.

The speeds are the singular values of $V$ times $a/\hbar$: 3.00, 2.66 and 0.78 in units of $10^5$ m/s for a nonmagnetic node. Numerical minimization of the conduction energy over the planes $k_x=0$ and $k_y=0$, which separate opposite charges, gives 36 meV. Below this energy their pockets are distinct. At 378 K, $k_BT=33$ meV, so thermal carriers hardly resolve them. In a line of thickness $L=20$ nm the spacing of confined levels at a node, about $\pi\hbar v/L$, is 8 to 31 meV, depending on direction. This is not a gap: in a film normal to $z$ the lowest level at a node lies at half the spacing, and the lowest surface states lie within about 1 meV of the node energy, rising along the arc to the confined level. The 1 meV comes from the overlap of the two surfaces and grows to 7 meV at 10 nm. In a film normal to $x$, where opposite charges project onto one point, the lowest level oscillates with the number of layers: about 2 meV at 57 layers (20 nm), but anywhere from 0.4 to 5.5 meV between 52 and 62 layers. These film values do not carry over directly to a line, which is confined in two directions. A mean free path $\ell=20$ nm gives a width $\hbar v/2\ell$ of up to 5 meV; at 5 nm it would be four times larger. The barrier between two nodes a distance $\Delta k$ apart is of order $\hbar v\Delta k/4$, where $v$ is the speed along their separation with the transverse momentum left free to minimize the energy. In the nonmagnetic model the nearest opposite charges are separated along $x$. This $v$ is $1.15\times10^5$ m/s and gives 38 meV, whereas the speed straight along $x$, $2.33\times10^5$ m/s, would give 77 meV, twice too much. The rule is rough: it gives 49 meV against the true 60 meV for the pair separated along $y$, and 76 against 100 meV for the magnetic pair. The barrier does not follow from the spacing alone: $\Delta k=0.7$ nm$^{-1}$ gives 9 meV for $v=0.78\times10^5$ m/s and 31 meV for $v=2.66\times10^5$ m/s. In the model, raising $d$ lowers both $\Delta k$ and the slow speed, and the barrier falls roughly as $\Delta k^2$, to 7 meV at 0.96 nm$^{-1}$. The 36 meV is therefore not an estimate for TaAs.

The magnetic model has more room, $b-\mu=100$ meV at $\mathbf k=0$. With the Fermi level at the nodes and at 378 K, somewhat more than half of its thermal electrons lie below this barrier, against roughly one in eight in the nonmagnetic model. Its exchange must also persist at the operating temperature. These energies decide how visible the separate nodes are. The minimum of four or two is a property of the bulk bands and does not by itself fix the resistance of a line.
